# How Large Is an Avalanche of Forty Ionization Generations?

**Question.** Seitz's avalanche criterion associates breakdown of an insulator with about forty generations of impact ionization. If one electron starts the avalanche and every generation doubles the population, how many electrons result? How does that number scale when doubling is imperfect, and can such an avalanche develop in a thin interlayer dielectric?

**Answer.** Perfect doubling gives about $10^{12}$ electrons. The arithmetic is short; what it says about a dielectric depends on the meaning of "generation", on the available voltage and on the charge the avalanche produces.

## The count

In impact ionization an energetic conduction electron lifts a valence electron across the gap. Two conduction electrons and one hole remain. Suppose that every electron does this once per generation and that none is trapped or recombines. Then

$$N_{k+1}=2N_k,\qquad N_0=1,\qquad N_n=2^n .$$

For forty generations,

$$N_{40}=2^{40}=(2^{10})^4=1024^4\approx1.10\times10^{12}.$$

This includes the starter, so $2^{40}-1$ electrons are new. Conversely, a population of $10^{12}$ needs $\log_2 10^{12}=39.86$ doublings. One generation more or less changes the population by a factor of two.

Now let an electron ionize with probability $p$ in each generation, and otherwise survive to try again in the next. Its expected contribution to the next population is $2p+(1-p)=1+p$. Expectations add, so the mean population is

$$\langle N_n\rangle=(1+p)^n,\qquad
\frac{\langle N_n\rangle}{2^n}=\left(1-\frac{1-p}{2}\right)^n\approx e^{-n(1-p)/2},$$

where the last form holds for $n(1-p)^2\ll 8$. With $p=0.9$ and $n=40$ the mean is $1.9^{40}=1.4\times10^{11}$, or 0.13 of the ideal count. A ten percent failure rate per generation thus costs nearly a decade.

## Forty doublings or forty mean ionization lengths?

A generation is sometimes identified with one mean ionization length $\ell$ along the field. This is equivalent to doubling if ionizations are equally spaced. If the spacing $u$ is random, with density $f(u)$, early ionizations start new branches early and the population changes.

Let $M(x)$ be the mean population at distance $x$, and $S(x)$ the probability that the starter has not ionized by then. Assume that both electrons begin afresh after each ionization. Either there has been no ionization, or the first occurred at some $u<x$ and two independent cascades have the distance $x-u$ left:

$$M(x)=S(x)+2\int_0^x f(u)\,M(x-u)\,du .$$

For a continuous spacing density, try $M\simeq Ce^{\gamma x}$ at large $x$. Dividing by $Ce^{\gamma x}$ makes the first term vanish and leaves

$$2\int_0^\infty f(u)e^{-\gamma u}\,du=1 .$$

The exponential is convex, so its average is at least its value at the average spacing:

$$\tfrac12=\langle e^{-\gamma u}\rangle\ge e^{-\gamma\ell}
\quad\Longrightarrow\quad \gamma\ell\ge\ln2 .$$

At fixed mean spacing, equal steps therefore give the slowest long-distance growth in this model.

A simple random case is memoryless ionization, $f(u)=e^{-u/\ell}/\ell$. The growth condition becomes $2/(1+\gamma\ell)=1$, hence $\gamma\ell=1$. Here each electron has the ionization rate $1/\ell$ per unit length at every point, so $dM/dx=M/\ell$ and $M=e^{x/\ell}$. Forty mean lengths now yield $2.4\times10^{17}$ electrons, and $10^{12}$ is reached after 27.6 mean lengths.

An electron that has just ionized must first regain energy. A simple description forbids ionization over a dead space $\delta$ and makes it memoryless afterwards, with rate $a=1/(\ell-\delta)$. The growth condition is

$$\frac{2a\,e^{-\gamma\delta}}{a+\gamma}=1 .$$

For $\delta=\ell/2$ this gives $\gamma\ell=0.750$. The prefactor follows from the Laplace transform of the equation for $M$. With $\tilde S=(1-\tilde f)/s$,

$$\tilde M(s)=\frac{1-\tilde f(s)}{s\,[1-2\tilde f(s)]} .$$

The pole at $s=\gamma$, where $\tilde f=1/2$, has residue

$$C=\frac{1/2}{\gamma\,[-2\tilde f'(\gamma)]}
=\frac{1}{2\gamma\left[\delta+1/(a+\gamma)\right]} ,$$

because $-\tilde f'/\tilde f=\delta+1/(a+\gamma)$. For this example $C=0.77$, and the population after forty mean lengths is $8.1\times10^{12}$. Solving the equation for $M$ step by step on a grid gives the same value to within one percent. The statement "forty generations give $10^{12}$" is thus a statement about doublings, not about forty mean lengths with any distribution.

## Why a number near forty can matter

Suppose that an avalanche damages a solid by giving enough energy to enough atoms. Damage through defects created by the carriers is left out of this estimate. Consider a thickness $d$, a uniform field $F$ and the voltage $V=Fd$. From here until the tunnelling estimate, energies are in eV and potentials in V, so that an energy divided by a field is a length.

While the electrons drift, they diffuse sideways. For mobility $\mu$ the transit time is $t=d/(\mu F)$. Each of the two transverse directions contributes $2Dt$ to the mean square displacement, and the Einstein relation is $D=\mu\theta$, with $\theta$ the electron temperature in energy units. Therefore

$$r^2=4Dt=\frac{4\theta d}{F} .$$

The mobility cancels. Take a cylinder of this radius as the affected column, with atomic density $n_a$ and disruption energy $W$ per atom. The energy required is $\pi r^2d\,n_aW$.

If each of $N$ electrons were credited with the full voltage $Fd$, the requirement would be

$$N_{\rm full}=\frac{\pi r^2n_aW}{F} .$$

Most electrons, however, are born late. Between generations $j$ and $j+1$ there are $2^j$ electrons, and each travels $\ell=d/n$. The work done by the field on all of them is

$$F\ell\sum_{j=0}^{n-1}2^j=F\ell\,(2^n-1) .$$

Each final electron accounts for about one generation's voltage drop. Equating this work to the energy required, and using $\ell=d/n$, gives

$$2^n-1=n\,N_{\rm full} .$$

Consider an insulator 1 cm thick at 1 MV/cm, with the round values $\theta=1$ eV, $n_a=5\times10^{22}$ cm$^{-3}$ and $W=10$ eV. Then $r^2=4\times10^{-6}$ cm$^2$, so $r=20$ µm, and

$$N_{\rm full}=\frac{\pi(4\times10^{-6})(5\times10^{22})(10)}{10^6}
=6.3\times10^{12}.$$

This corresponds to 42.5 doublings. With the actual path lengths the answer is 48.1. The difference is $\log_2 n$, the price of late birth when the work is averaged over the whole column. The work is not spread evenly: half of it is done in the last step, where $2^{n-1}$ electrons cross the volume $\pi r^2\ell$. Disrupting that step alone needs $2^{n-1}=N_{\rm full}$, or 43.5 generations.

Forty and 48 generations differ little in $n$ but much in energy. Forty doublings would supply the fraction $2^{40}/(40N_{\rm full})=0.0044$ of the required energy, or about 0.04 eV per atom averaged over the column and about 0.9 eV per atom in the last step. Forty is therefore an order-of-magnitude marker in this model, not a sharp threshold.

Since $N_{\rm full}=4\pi\theta d\,n_aW/F^2$, doubling the thickness at fixed field adds about one generation, and doubling the field at fixed thickness removes about two. The cylinder also overstates the volume: a column whose area grows linearly from zero has half of it, which lowers $n$ by about one.

## The energy limit in a thin dielectric

For the thin case take a spacing of 30 nm between conductors, a test field of 6 MV/cm and a gap $E_g=8$ eV. These are rough values for a porous SiCOH interlayer dielectric. The voltage is

$$V=(0.6\ {\rm V/nm})(30\ {\rm nm})=18\ {\rm V}.$$

Let $K$ be the kinetic energy of an electron before it ionizes. Energy conservation reads

$$K=E_g+K_1+K_2+K_h ,$$

where the last three terms are the kinetic energies of the two electrons and the hole. None is negative, so either electron has at most $K-E_g$. Follow any line of descent from an electron that starts at the band bottom. The field supplies at most $V$ along it, and each generation removes at least $E_g$. After $n$ generations $0\le K_{\rm end}\le V-nE_g$, hence

$$n\le\frac{V}{E_g} .$$

Here $V/E_g=2.25$, so at most two generations are possible, and one starter becomes at most four electrons. Losses to lattice vibrations can only lower this limit. The argument assumes that electrons do not pass energy to one another. If they could pool all their energy, 18 V would allow a fifth electron, which is still a tiny population.

Disrupting the column would take far more. With the same $\theta$, $n_a$ and $W$, the radius is $r=\sqrt{4(1)(30)/0.6}=14$ nm, $N_{\rm full}=5.2\times10^5$, and the required number is 23.6 generations. Disrupting only the last step would need 20.0. These counts are formal: $2^{23.6}\approx1.2\times10^7$ electrons is about 13 for each of the $9.4\times10^5$ atoms in the column. A single-electron cascade with immobile holes cannot supply either number of generations.

At fixed field, and again without energy exchange between electrons, forty generations need at least

$$V=40E_g=320\ {\rm V},\qquad
d=\frac{320\ {\rm V}}{0.6\ {\rm V/nm}}=533\ {\rm nm}.$$

This thickness is a lower bound. Reaching it needs no energy loss and ionizations that leave all three carriers at rest. In a crystal with parabolic bands of equal mass, momentum conservation raises the threshold to $1.5E_g=12$ eV, and 18 V then allows only one generation; in an amorphous film this rule is relaxed. In the centimetre-thick insulator the energy limit is no obstacle: forty generations would each have a drop of 25,000 V, against a gap of 8 eV if the same gap is assumed.

Holes need separate attention. The limit follows electron lines of descent and assumes that holes do not ionize. In the film the second ionization can occur no earlier than after a drop of 16 V. A mobile hole created there could gain up to 16 eV on its way back, twice the gap. Energy conservation alone therefore does not exclude hole feedback at the test voltage. At a use voltage of 1 V, or 0.33 MV/cm, neither an electron nor a hole starting at its band edge can gain enough energy to ionize across the gap.

## When the avalanche changes its own field

Free doubling also assumes that the applied field stays undisturbed. To estimate when this fails, represent the electrons and the holes left at each ionization site by Gaussian clouds. A cloud formed at distance $z$ is given the variance $\sigma^2=2\theta z/F$ along each axis, the value averaged over many avalanches. With $s=R/\sigma$, the fraction of its charge within radius $R$ is

$$Q(s)=\sqrt{\frac2\pi}\int_0^s v^2e^{-v^2/2}\,dv
={\rm erf}\!\left(\frac{s}{\sqrt2}\right)
-\sqrt{\frac2\pi}\,s\,e^{-s^2/2},$$

after one integration by parts. By Gauss's law, a cloud of $N$ elementary charges has the field

$$E(R)=\frac{eN}{4\pi\epsilon_0\kappa\sigma^2}\,\frac{Q(s)}{s^2},$$

where $\kappa$ is the relative permittivity. The factor $Q/s^2$ has a maximum of about 0.21 near $s=1.4$.

Just before the next ionization, $2^n$ electrons are centred at $(n+1)\ell$, while $2^{k-1}$ holes remain at each earlier site $k\ell$. Summing their fields along the axis, without image charges in the electrodes, gives the first generation at which the avalanche's own peak field reaches the applied field.

For the thick insulator, with $\kappa=5$ and $\ell=250$ µm, this is generation 28. The electron cloud alone explains the value. At $z=29\ell=7.25\times10^6$ nm its variance is $1.45\times10^8$ nm$^2$. With $e/(4\pi\epsilon_0)=1.44$ V nm,

$$E\approx0.21\,\frac{1.44}{5}\,
\frac{2^{28}}{1.45\times10^8}\ {\rm V/nm}
\approx0.11\ {\rm V/nm},$$

just above the applied 0.1 V/nm. For the 533 nm film, with $\kappa=2.5$ and $\ell=13.3$ nm, the limit is generation 12. Its clouds overlap, and the holes raise the peak field there by about a tenth, but the electron cloud alone gives the same generation. Within a single avalanche the electrons share ancestors, and so part of their diffusive motion. Their spread about their own centre is therefore smaller, with $z$ in the variance reduced by about $2\ell$. This correction would lower the film's limit to generation 11, where the electrons alone give 0.57 V/nm and the holes carry the peak above 0.6 V/nm, and leave that of the thick insulator at 28. The values also depend on the assumed $\theta$: between 0.5 and 2.7 eV the uncorrected limit runs from 10 to 14 for the film and from 27 to 30 for the thick insulator.

These are not predictions that multiplication stops. The field is strengthened in some places and weakened in others. They mark where the uniform-field assumption behind $2^n$ has lost its basis. In both examples this happens well before forty generations, so $10^{12}$ is the ideal count and not a calculated final population.

## How the starters enter

A metal contact can supply starters by tunnelling. Let the barrier be $\phi=3$ eV above the Fermi level and the tunnelling mass $m^*=0.5\,m_e$. Let $w$ be the depth below the Fermi level of an electron's energy of motion normal to the contact, and take the barrier height it faces as $H=\phi+w$. This ignores the effect of the mass change on the transverse motion; with transverse momentum conserved, the zero-temperature current would be lower by about the factor $m^*/m_e$, here one half. With $e$ now explicit and energies in joules, the semiclassical transmission through a triangular barrier is

$$T=\exp\!\left[-\frac{2\sqrt{2m^*}}{\hbar}
\int_0^{H/eF}\!\!\sqrt{H-eFx}\,dx\right]
=\exp\!\left[-\frac{4\sqrt{2m^*}\,H^{3/2}}{3\hbar eF}\right].$$

The metal has $2/(2\pi)^3$ states per unit volume of wave-vector space. The velocity normal to the contact turns $v_z\,dk_z$ into $dE_z/\hbar$, and the transverse area element is $2\pi m_e\,dE_\perp/\hbar^2$. At zero temperature the integral over occupied transverse energies gives $w$, so

$$J=\frac{em_e}{2\pi^2\hbar^3}\int_0^\infty w\,T(\phi+w)\,dw .$$

The upper limit may be extended to infinity because $T$ falls rapidly with $w$. The result is $2.5\times10^{-11}$ A/cm$^2$. At 378 K the factor $w$ becomes $k_BT_m\ln(1+e^{w/k_BT_m})$, with $T_m$ the metal temperature, and the range includes electrons above the Fermi level. Including also the image-force lowering of the barrier, $e^2/(16\pi\epsilon_0\kappa x)$, raises the current to $7.9\times10^{-10}$ A/cm$^2$ for $\kappa=2.5$; a value of 1.9 in the image term, nearer the optical permittivity, would double it.

Through the column area $\pi r^2=6.3\times10^{-12}$ cm$^2$ this is about 0.03 electrons per second, or roughly one every 30 s. Even at a drift speed of 1 cm/s, an electron would cross 30 nm in 3 µs. In this tunnelling model successive starters in one column almost never overlap in transit.

Tunnelling also tightens the energy limit. An electron from the Fermi level uses 3 V of the potential drop to reach the band edge. The remaining 15 V allows $15/8=1.9$, hence one complete generation.

## Comparison with a real interlayer dielectric

The gap, permittivity, spacing and test field are in the rough range of porous SiCOH; the electron temperature and the disruption energy are order-of-magnitude choices. Real films also break the assumption of a clean gap. Traps carry much of their leakage, which can far exceed the tunnelling current found here, and trapped electrons can be released for less than 8 eV. If a release cost 3 eV, the same energy argument would allow $18/3=6$ generations and at most $2^6=64$ electrons per starter. Reaching 24 generations at 18 V would require a cost of no more than 0.75 eV each time, and forty would require 0.45 eV; either would also need more trapped electrons than the column has atoms. Pores can concentrate the field locally, but without trapped charge the potential inside the film stays between its values at the two contacts. No electron can then gain more than the applied voltage supplies, so the limit stands. The estimate thus argues against a forty-generation electron avalanche in such a film. It does not identify the mechanism of its breakdown, which may involve defects, hole feedback or many separately injected electrons. The values used are collected in the numerical output below.

## Calculated quantities

```
Generations in the criterion: 40
Population after perfect doubling: 1.0995e+12
New electrons: 1099511627775
Doublings for 1e12 electrons: 39.86
Incomplete-doubling probability: 0.9
Population with that probability: 1.413e+11
Ratio to perfect doubling: 0.129
Growth rate, equal spacing: 0.6931 per mean spacing
Growth rate, dead-space fraction 0.0: 1.0000 per mean spacing
Population at 40 mean spacings, fraction 0.0: 2.356e+17
Growth rate, dead-space fraction 0.5: 0.7496 per mean spacing
Population at 40 mean spacings, fraction 0.5: 8.140e+12
Memoryless mean spacings for 1e12: 27.63
Film spacing: 30.0 nm
Film test field: 6.0 MV/cm
Film test voltage: 18.0 V
Film use voltage: 1.0 V
Film use field: 0.33 MV/cm
Gap: 8.0 eV
Electron temperature: 1.0 eV
Atomic density: 5.0e+22 cm^-3
Disruption energy per atom: 10.0 eV
Generations energy allows at test voltage: 2
Generations allowed after tunnelling injection: 1
Generations allowed at use voltage: 0
Film column radius: 14.14 nm
Film electrons, full-drop credit: 5.236e+05
Film generations to disrupt column: 23.56
Voltage for forty generations, minimum: 320.0 V
Thickness for forty generations, minimum: 533.3 nm
Thick insulator thickness: 1.0 cm
Thick insulator field: 1.0 MV/cm
Thick column radius: 20.00 um
Thick electrons, full-drop credit: 6.283e+12
Thick generations, full-drop credit: 42.51
Thick generations, path accounting: 48.10
Thick voltage drop per generation, forty generations: 25000 V
Relative permittivity, film: 2.5
Relative permittivity, thick insulator: 5.0
Space charge reaches field, minimum-thickness film: 12 generations
Space charge reaches field, thick insulator: 28 generations
Tunnelling barrier: 3.0 eV
Tunnelling mass / free-electron mass: 0.5
Tunnelling temperature: 378.0 K
Current at 0 K without image force: 2.46e-11 A/cm2
Current with heat and image force: 7.93e-10 A/cm2
Seed rate through film column: 3.11e-02 s^-1
Largest returning-hole drop at test voltage: 18.0 V
Returning-hole drop from earliest last ionization: 16.0 V
```
